# The dislocation-free surface layer of a linearly graded relaxed buffer

Take a model film with a misfit gradient of 0.4% per micrometre, whose misfit dislocations have uncorrelated lateral positions and heights that minimize the energy. It keeps a top layer about 201 nm thick without misfit dislocations. The layer is 201 nm thick whether the whole film measures 500, 1000 or 2000 nm. A gradient four times steeper shrinks it to about 95 nm, slightly less than half. Three things need explaining: why the layer exists, why total thickness drops out, and why the power of the gradient is close to \(-1/2\) but not equal to it.

## 1. The simple case: every line costs the same

Let \(z\) be the height above a thick substrate, \(h\) the film thickness and \(f(z)=gz\) the misfit. Film and substrate share the same isotropic elastic constants, and strains are small. Take the film to be compressed and let \(\varepsilon\ge0\) be the magnitude of its remaining in-plane strain; for a film in tension all signs reverse together.

First, the elastic energy. With equal in-plane strains \(\varepsilon\) and normal strain \(e\), Hooke's law and a stress-free normal direction give

\[
(1-\nu)e+2\nu\varepsilon=0,\qquad e=-\frac{2\nu}{1-\nu}\varepsilon .
\]

Differences of normal stresses are \(2\mu\) times differences of strains, so the in-plane stress is

\[
\sigma=2\mu(\varepsilon-e)=M\varepsilon,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.
\]

The energy density is \(\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2\).

Misfit is relieved by two equal, orthogonal arrays of edge dislocations with Burgers vectors of length \(b\) in the plane. Each array has \(\rho(z)\) lines per unit cross-sectional area, treated as a continuous density. A line relieves the material above it, so

\[
\varepsilon(z)=gz-b\int_0^z\rho(z')\,dz'.
\]

Let \(\lambda\) be the energy of a line per unit length. Half the total energy per unit film area, the share of one array, is

\[
F=\int_0^h\frac M2\varepsilon^2dz+\int_0^h\lambda\rho\,dz,\qquad \rho\ge0 .
\]

A change \(\delta\rho\) causes \(\delta\varepsilon(z)=-b\int_0^z\delta\rho\,dz'\). Inserting this and exchanging the order of integration gives, with no approximation because \(F\) is quadratic,

\[
\Delta F=\int_0^hG\,\delta\rho\,dz+\frac M2\int_0^h(\delta\varepsilon)^2dz,
\]
\[
G(z)=\lambda-bM\int_z^h\varepsilon\,dz'.
\]

\(G\) is the cost of one more line at height \(z\): its own energy minus the work gained from the strained material above. If \(G=0\) where \(\rho>0\) and \(G\ge0\) where \(\rho=0\), every allowed change has \(\Delta F\ge0\). These conditions therefore identify the minimum.

Now let \(\lambda=\lambda_0\) be constant. Where lines are present, \(G\) is zero throughout, hence

\[
\frac{dG}{dz}=bM\varepsilon=0 .
\]

The interior is fully relaxed, with \(\rho=g/b\). This cannot continue to the surface, because a line there would have no strained material above it to pay for its energy. Let the lines stop at depth \(w\). Above that level \(\varepsilon=g(z-h+w)\), and \(G=0\) at the last line requires

\[
\lambda_0=bM\,\frac{gw^2}{2},\qquad w=\sqrt{\frac{2\lambda_0}{bMg}} .
\]

Inside the free layer \(G=\tfrac12bMg(z-h+w)^2\ge0\), so the minimum conditions hold. The thickness \(h\) has dropped out because the relaxed interior passes no strain upward.

**Limits.** If \(h<w\), the undislocated film has \(G(z)=\lambda_0-\tfrac12bMg(h^2-z^2)>0\) everywhere, and no line enters. For comparison, a film of uniform misfit \(f\) first gains from a line at its base when \(\lambda_0=bMfh\), so its critical thickness varies as \(1/f\). In the graded film the strain itself grows in proportion to the layer thickness, and this second factor of \(w\) produces the square root. Direct minimization of the discretized energy with constant \(\lambda\) gives an exponent of \(-1/2\) within its grid resolution.

## 2. What a line really costs

The energy of a line depends on its depth. To find it, let \(y\) be depth below the surface, \(x\) the lateral coordinate, and put a line at \(x=0\), \(y=c\). Define \(r_1^2=x^2+(y-c)^2\) and \(r_2^2=x^2+(y+c)^2\). The Airy function

\[
\phi=-D\left[(y-c)\ln\frac{r_1}{r_2}-\frac{2cy(y+c)}{r_2^2}\right]
\]

gives \(\sigma_{xx}=\partial_y^2\phi\), \(\sigma_{yy}=\partial_x^2\phi\) and \(\sigma_{xy}=-\partial_x\partial_y\phi\). It is biharmonic away from the line, since each term is a harmonic function times a linear function of \(y\). Its gradient is single-valued, so the line carries no net force; the \(1/r_1\) stress is then that of a dislocation, and the symmetry in \(x\) puts its Burgers vector along \(x\).

At \(y=0\), \(r_1=r_2\) and \(\phi=0\). With \(R^2=x^2+c^2\), the derivative there is

\[
\partial_y\phi=-D\left[(-c)\left(-\frac{2c}{R^2}\right)-\frac{2c^2}{R^2}\right]=0 .
\]

Both surface tractions therefore vanish.

**The mean field of a line.** Two integrals are needed:

\[
\int_{-\infty}^{\infty}\ln\frac{r_1}{r_2}\,dx=\pi\bigl(|y-c|-y-c\bigr),\qquad
\int_{-\infty}^{\infty}\frac{y+c}{r_2^2}\,dx=\pi .
\]

Above the line, \(y<c\), they give

\[
\int\phi\,dx=-D\left[-2\pi y(y-c)-2\pi cy\right]=2\pi Dy^2 ,
\]

and so \(\int\sigma_{xx}dx=4\pi D\). Below the line the integral of \(\phi\) is linear in \(y\), and the integrated stress is zero.

This fixes \(D\). One line per lateral length \(L\) changes the mean strain above it by \(b/L\). With no strain along the line and a free surface, \(\sigma_{xx}=2\mu\varepsilon_{xx}/(1-\nu)\). Thus

\[
4\pi D=\frac{2\mu b}{1-\nu},\qquad D=\frac{\mu b}{2\pi(1-\nu)} .
\]

If the lateral positions of the lines are uncorrelated, averaging over them leaves only this mean stress in their interaction. That is the interaction already contained in \(\int(M/2)\varepsilon^2dz\), so \(\lambda\) is the energy of an isolated line below a free surface.

**The line energy.** Open a cut from the surface down to a core radius \(r_0\) from the line. The work is

\[
\frac b2\int_0^{c-r_0}\sigma_{xx}(0,y)\,dy .
\]

The \(r_1\) part of the stress is \(D/(c-y)\) and contributes \(\tfrac12bD\ln(c/r_0)\). The remaining part has the form \(1/c\) times a smooth function of \(y/c\), so its integral tends to a pure number for \(r_0\ll c\). Put this number, the core energy and \(r_0/b\) into one constant \(\alpha\). At depth \(d\),

\[
\lambda(d)=K\ln\frac{\alpha d}{b},\qquad K=\frac{bD}{2}=\frac{\mu b^2}{4\pi(1-\nu)} .
\]

As a check, the non-singular part of \(\sigma_{xx}\) at the line itself is

\[
D\left(\frac1c-\frac1{2c}\right)=\frac{D}{2c} .
\]

Multiplied by \(b\), it gives the image force \(K/c\), which equals \(d\lambda/dd\) at \(d=c\).

What enters the balance is \(\lambda/(bM)\), whose prefactor is a length:

\[
\ell=\frac{K}{bM}=\frac{b}{8\pi(1+\nu)} .
\]

The shear modulus cancels: a stiffer crystal has costlier lines and proportionally more strain energy to release. For the example, \(b=0.4\) nm and \(\nu=0.3\) give \(\ell=0.4/(8\pi\times1.3)=0.01224\) nm. The core constant is chosen as \(\alpha=4\).

## 3. The graded film with the logarithm

With \(d=h-z\), the cost of a line becomes

\[
\frac{G}{bM}=\ell\ln\frac{\alpha d}{b}-\int_z^h\varepsilon\,dz' .
\]

Where lines are present its derivative is zero. Since \(dd/dz=-1\),

\[
-\frac{\ell}{d}+\varepsilon=0,\qquad \varepsilon=\frac{\ell}{d},\qquad b\rho=g-\frac{d\varepsilon}{dz}=g-\frac{\ell}{d^2} .
\]

The interior is no longer perfectly relaxed. A small strain remains that balances the image force drawing each line toward the surface. At mid-height in the 1000 nm film it is \(0.01224/500\), or 0.00245%, about 1.2% of the local misfit.

At the top of the occupied region the strain is continuous. A concentrated sheet of lines there would lower \(\varepsilon\) below \(\ell/w\) just above it; \(G\) would then fall below zero, which the minimum forbids. In the free layer, therefore,

\[
\varepsilon=\frac{\ell}{w}+g(w-d),\qquad \int_0^w\varepsilon\,dd=\ell+\frac{gw^2}{2} .
\]

Setting \(G=0\) at \(d=w\) gives the central result:

\[
\boxed{gw^2=2\ell\Lambda,\qquad \Lambda=\ln\frac{\alpha w}{b}-1}
\]

or \(w=(2\ell\Lambda/g)^{1/2}\). The density must be non-negative at the edge, so \(w^2\ge\ell/g\), which means \(\Lambda\ge1/2\). This selects the larger of the two roots.

For \(g=4\times10^{-6}\) nm\(^{-1}\) the solution has \(\Lambda=6.606\), and

\[
w=\sqrt{\frac{2(0.01224)(6.606)}{4\times10^{-6}}}\ \text{nm}\approx201\ \text{nm}.
\]

Direct minimization, which does not use this formula, gives 201.0 nm on a grid of 0.5 nm.

**Would a line inside the free layer lower the energy?** There

\[
\frac{G}{bM}=\ell\ln\frac{\alpha d}{b}-\left(\frac{\ell}{w}+gw\right)d+\frac{gd^2}{2},
\]
\[
\frac{d}{dd}\frac{G}{bM}=(w-d)\left(\frac{\ell}{wd}-g\right).
\]

Going down from the surface, the cost rises until \(d=\ell/(gw)\approx15\) nm and then falls to zero at \(d=w\). It is positive at \(d=b\), where the first term is \(\ell\ln4\approx0.017\) nm and the strain terms are only about 0.0003 nm. Hence it is non-negative from there to \(w\). Closer to the surface the logarithmic energy has no meaning, and such positions are excluded from the model.

**The bottom of the film.** The strain cannot equal \(\ell/d\) where the misfit \(gz\) is smaller than that. A thin bottom layer is therefore also empty, up to the height \(z_1\) at which

\[
z_1(h-z_1)=\frac{\ell}{g} .
\]

Below \(z_1\), \(G\) decreases with height toward zero, so it is positive, as required. Here \(z_1\approx3\) nm, and direct minimization agrees within its grid.

## 4. The limit of the first dislocation

Let the film grow from zero thickness. Before any line enters, \(\varepsilon=gz\). The first line becomes favourable when the minimum of \(G\) touches zero. Its position satisfies \(gz=\ell/d\), and \(G=0\) there. The strain above it starts at \(\ell/d\) and rises with slope \(g\), just as in the free layer of a thick film, so the same equation gives \(d=w\). The critical total thickness is

\[
h_c=w+\frac{\ell}{gw}=w\left(1+\frac1{2\Lambda}\right),
\]

where the last form uses \(gw^2=2\ell\Lambda\). In numbers, \(h_c=201.1+15.2\approx216\) nm. A separate search for the first favourable line gives the same value.

For any \(h>h_c\), the surface strain is

\[
\varepsilon(h)=gw+\frac{\ell}{w}=gh_c .
\]

The surface keeps the strain it had when the first line entered, here 0.087%. Of the 0.400% surface misfit in the 1000 nm film, \(g(h-h_c)\), or 0.313%, has been relieved. Further growth adds lines below the free layer without changing its thickness or its strain.

This limit also shows what the residual interior strain does. Without it, the balance would read \(gw^2=2\ell\ln(\alpha w/b)\), giving 217 nm instead of 201 nm, about 8% too much. That equation does have a meaning: it is \(G(0)=0\) for an undislocated film, the thickness at which a line placed at the substrate interface first pays. It lies slightly above \(h_c\) because the most favourable place for the first line is about 15 nm above the interface.

## 5. How close to an inverse square root?

Take the logarithm of \(gw^2=2\ell\Lambda\) and differentiate, using \(d\Lambda=d\ln w\):

\[
d\ln g+2\,d\ln w=\frac{d\ln w}{\Lambda},\qquad
\frac{d\ln w}{d\ln g}=-\frac{\Lambda}{2\Lambda-1} .
\]

For \(\Lambda\gg1\) this tends to \(-1/2\), the constant-energy result. For finite \(\Lambda>1/2\) the dependence is steeper: a larger gradient makes the layer thinner, and the lines bounding it, being closer to the surface, are also cheaper.

| \(g\) (nm\(^{-1}\)) | \(w\) (nm) | local exponent |
|---|---:|---:|
| \(1\times10^{-6}\) | 424 | −0.536 |
| \(4\times10^{-6}\) | 201 | −0.541 |
| \(1.6\times10^{-5}\) | 95 | −0.547 |

Over this sixteenfold range the formula gives an overall exponent of \(-0.541\), and direct minimization agrees within its grid resolution. The product \(w\sqrt g\), constant for a strict inverse square root, falls by about 11%, while \(w\) itself falls by a factor of about 4.5. This is the sense in which the scaling is approximate.

At the other end, \(\Lambda\to1/2\), the exponent diverges. But then \(w=be^{3/2}/\alpha\), about one Burgers vector for \(\alpha=4\), where neither continuum elasticity nor a continuous density applies.

## 6. Where the prefactor is uncertain

The core constant enters through the logarithm. Raising \(\alpha\) from 1 to 8 moves \(w\) from 177 to 212 nm, a 20% change for a factor of eight.

The assumption of uncorrelated lines needs more care. With \(\rho\approx g/b\), the mean line spacing is \((b/g)^{1/2}\approx316\) nm, and \(w\) is 0.64 of it. The free layer is thus comparable with the distance between lines, and its flat lower boundary is a statement about the lateral average. Uncorrelated positions are also not the state of lowest energy: their energy is an average over lateral arrangements, and the best arrangement lies below the average. Lines free to move sideways would therefore tend to order. They would then interact through more than the mean strain. This would alter more than the numerical factor in \(w\). The interior strain \(\ell/d\), the bottom layer \(z_1\) (about a hundredth of the line spacing) and the equality of the surface strain with \(gh_c\) all rest on each line costing as much as an isolated one, and they need not hold for ordered lines. The value of \(h_c\) itself concerns a single line and does not use the assumption.

Dimensional analysis gives the general form of the result for ordered lines, but it leaves one function free and so cannot by itself fix the power of the gradient. In a thick film with fixed \(\nu\) and \(\alpha\), the remaining lengths are \(b\) and \(1/g\), so

\[
w=\left(\frac bg\right)^{1/2}\Phi(bg) .
\]

In the uncorrelated model \(\Phi=[\Lambda/(4\pi(1+\nu))]^{1/2}\), which varies slowly. I expect \(\Phi\) to remain slowly varying for ordered lines, because the core should still enter through a logarithm, but this is a conjecture and has not been calculated here.

The lines of the model are pure edge dislocations with \(b\) in the film plane. Such lines change height only by climb but move sideways by glide, so the model equilibrates the harder motion and freezes the easier one. Graded (001) layers of cubic semiconductors relax mostly by 60° lines, which relieve only \(b/2\) each. For them \(\ell\) is larger by \(2(1-\nu/4)\approx1.85\), and the same equation with the same \(\alpha\) gives about 280 nm instead of 201 nm. The numbers here are those of the model, not of a particular buffer layer.

The result also presupposes that the number and heights of the lines have reached equilibrium. If lines cannot nucleate or move freely, the interior strain need not equal \(\ell/d\), and the balance that fixes \(w\) need not hold. Threading segments, which may cross the top layer, are outside the model: "dislocation-free" here means free of misfit dislocations. The remaining figures are in the numerical output below.

## Computed values

```
Burgers vector b = 0.4 nm
Poisson ratio nu = 0.3
core constant alpha = 4.0
misfit gradient g = 4.0e-06 1/nm
total thickness h = 1000 nm
length ell = 0.01224 nm
free layer w, formula = 201.10 nm
free layer w, direct minimum = 201.0 nm
grid step of direct minimum = 0.5 nm
log factor Lambda = 6.606
critical thickness h_c, formula = 216.32 nm
critical thickness h_c, search = 216.32 nm
surface misfit g*h = 0.4000 percent
surface strain, formula = 0.0865 percent
surface strain, direct = 0.0865 percent
strain at layer base ell/w = 0.00609 percent
strain at mid-height, direct = 0.00245 percent
relieved misfit, direct = 0.3135 percent
empty bottom layer z1, formula = 3.07 nm
empty bottom layer, direct = 3.0 nm
mean line spacing sqrt(b/g) = 316.2 nm
w divided by mean spacing = 0.636
w without residual strain = 216.85 nm
w at h = 500 nm, direct = 201.0 nm
w at h = 2000 nm, direct = 201.0 nm
w for alpha = 1: 176.51 nm
w for alpha = 2: 189.28 nm
w for alpha = 8: 212.16 nm
g = 1.0e-06 1/nm: w formula = 424.31 nm, direct = 424.5 nm
  Lambda = 7.353, local exponent = -0.5365
  w*sqrt(g) = 0.4243 nm^(1/2)
g = 4.0e-06 1/nm: w formula = 201.10 nm, direct = 201.0 nm
  Lambda = 6.606, local exponent = -0.5409
  w*sqrt(g) = 0.4022 nm^(1/2)
g = 1.6e-05 1/nm: w formula = 94.64 nm, direct = 94.5 nm
  Lambda = 5.853, local exponent = -0.5467
  w*sqrt(g) = 0.3786 nm^(1/2)
overall exponent, direct = -0.5418
overall exponent, constant energy = -0.5000
```
